# A Chebyshev smoother for multigrid compared with repeated damped Jacobi: verification in Python

```python
"""Chebyshev smoother for A x = f, compared with damped Jacobi.

Result under test: with D = diag(A) and lam an eigenvalue of D^-1 A, the
smallest possible max |p(lam)| on [a, b] for degree k and p(0) = 1 is
    mu_k = 1/T_k(sigma) = 2 q^k / (1 + q^(2k)),
    sigma = (b+a)/(b-a), q = (sqrt(b/a)-1)/(sqrt(b/a)+1),
whereas k equal damped Jacobi sweeps give at best sigma^-k.
T_k is the Chebyshev polynomial; [a, b] is the part of the spectrum to damp.
"""
import numpy as np
from scipy.fft import dstn, idstn
from scipy.linalg import eigh
from scipy.optimize import linprog, minimize_scalar


def chebyshev_smoother(apply_A, diag, f, x, a, b, degree):
    theta, delta = (a + b) / 2, (b - a) / 2
    sigma = theta / delta
    rho = 1 / sigma
    r = f - apply_A(x)
    d = r / diag / theta
    x = x + d
    for _ in range(degree - 1):
        r = r - apply_A(d)
        rho_new = 1 / (2 * sigma - rho)
        d = rho_new * rho * d + 2 * rho_new / delta * r / diag
        rho = rho_new
        x = x + d
    return x


def jacobi_sweeps(apply_A, diag, f, x, weights):
    for w in weights:
        x = x + w * (f - apply_A(x)) / diag
    return x


def mu_formula(a, b, k):
    root = np.sqrt(b / a)
    q = (root - 1) / (root + 1)
    return 2 * q**k / (1 + q**(2 * k))


def minimax_by_linear_program(a, b, k):
    lam = np.linspace(a, b, 801)
    powers = np.stack([(lam / b)**j for j in range(1, k + 1)], axis=1)
    t_col = -np.ones((lam.size, 1))
    rows = np.vstack([np.hstack([powers, t_col]), np.hstack([-powers, t_col])])
    rhs = np.concatenate([-np.ones(lam.size), np.ones(lam.size)])
    cost = np.zeros(k + 1)
    cost[-1] = 1
    res = linprog(cost, A_ub=rows, b_ub=rhs,
                  bounds=[(None, None)] * k + [(0, None)], method="highs")
    assert res.success
    return res.fun


rng = np.random.default_rng(7)

# ---------- Poisson problem on a cubic grid, zero boundary values ----------
N, h = 32, 0.25
n = N - 1
diag3 = 6 / h**2


def laplacian(u):
    p = np.pad(u, 1)
    near = (p[2:, 1:-1, 1:-1] + p[:-2, 1:-1, 1:-1] + p[1:-1, 2:, 1:-1]
            + p[1:-1, :-2, 1:-1] + p[1:-1, 1:-1, 2:] + p[1:-1, 1:-1, :-2])
    return (6 * u - near) / h**2


index = np.arange(1, N)
one_minus_cos = 1 - np.cos(np.pi * index / N)
lam3 = (one_minus_cos[:, None, None] + one_minus_cos[None, :, None]
        + one_minus_cos[None, None, :]) / 3
is_high = index >= N // 2
high = (is_high[:, None, None] | is_high[None, :, None]
        | is_high[None, None, :])

# the stated eigenvalues are those of the stencil
mode = np.zeros((n, n, n))
mode[19, 2, 7] = 1
wave = idstn(mode, type=1)
assert np.allclose(laplacian(wave) / diag3, lam3[19, 2, 7] * wave, atol=1e-14)

a, b = 1 / 3, 2.0
sigma = (b + a) / (b - a)
omega = 2 / (a + b)
assert lam3[high].min() > a and lam3.max() < b
assert np.any(~high & (lam3 > a))

# best single Jacobi weight, found by search
search = minimize_scalar(lambda w: max(abs(1 - w * a), abs(1 - w * b)),
                         bounds=(0.1, 1.5), method="bounded",
                         options={"xatol": 1e-10})
assert abs(search.x - omega) < 1e-6 and abs(search.fun - 1 / sigma) < 1e-6

x_star = rng.standard_normal((n, n, n))
f_star = laplacian(x_star)
error0 = idstn(np.ones((n, n, n)), type=1)   # every sine mode, amplitude 1


def mode_factors(method, lo, hi, k):
    x0 = x_star - error0
    if method == "chebyshev":
        x = chebyshev_smoother(laplacian, diag3, f_star, x0, lo, hi, k)
    else:
        x = jacobi_sweeps(laplacian, diag3, f_star, x0, [2 / (lo + hi)] * k)
    return dstn(x_star - x, type=1)


print(f"grid: {n}^3 interior points, spacing {h} bohr")
print(f"high-mode eigenvalues on this grid: {lam3[high].min():.4f}"
      f" to {lam3[high].max():.4f}")
print(f"target interval a = {a:.4f}, b = {b:.4f}, b/a = {b/a:.3f}")
print(f"sigma = {sigma:.4f}, Jacobi weight = {omega:.4f}")
q_iso = (np.sqrt(b / a) - 1) / (np.sqrt(b / a) + 1)
print(f"q = {q_iso:.4f}, Jacobi factor per sweep = {1/sigma:.4f}")
print("worst factor on high modes (formula, measured on grid):")
print(" k  Cheb.form Cheb.meas  Jac.form  Jac.meas")
rms_lines = []
for k in range(1, 8):
    mu, jac = mu_formula(a, b, k), sigma**(-k)
    fc = mode_factors("chebyshev", a, b, k)
    fj = mode_factors("jacobi", a, b, k)
    mc, mj = np.abs(fc[high]).max(), np.abs(fj[high]).max()
    # finite grid stops just short of the interval ends, hence the margins
    assert 0.99 * mu < mc < mu * (1 + 1e-9)
    assert 0.96 * jac < mj < jac * (1 + 1e-9)
    low = lam3 < a
    assert np.all(fc[low] > 0) and np.all(fc[low] < 1)
    if k == 1:
        assert np.allclose(fc, fj, atol=1e-10)
    else:
        assert mc < mj and np.all(fc[low] < fj[low])
    if k <= 5:
        assert abs(minimax_by_linear_program(a, b, k) / mu - 1) < 1e-3
    # same polynomial as Jacobi sweeps with weights 1/root
    angles = (2 * np.arange(1, k + 1) - 1) * np.pi / (2 * k)
    roots = (a + b) / 2 - (b - a) / 2 * np.cos(angles)
    x_roots = jacobi_sweeps(laplacian, diag3, f_star, x_star - error0,
                            1 / roots)
    assert np.allclose(dstn(x_star - x_roots, type=1), fc, atol=1e-9)
    print(f"{k:2d}  {mu:9.5f} {mc:9.5f} {jac:9.5f} {mj:9.5f}")
    if k in (2, 3, 4):
        rc = np.sqrt(np.mean(fc[high]**2))
        rj = np.sqrt(np.mean(fj[high]**2))
        rms_lines.append(f"rms factor on high modes, k={k}: "
                         f"Chebyshev {rc:.4f}, Jacobi {rj:.4f}")
    if k == 3:
        print("    weights 1/root for k=3: "
              + ", ".join(f"{1/r:.4f}" for r in roots))
print("\n".join(rms_lines))

# ---------- products with A needed for a factor 0.1 ----------
goal = 0.1
angle = np.linspace(0, np.pi, 65)
t1, t2, t3 = np.meshgrid(angle, angle, angle, indexing="ij")
high_angle = np.maximum(np.maximum(t1, t2), t3) >= np.pi / 2 - 1e-12
for c in [(1, 1, 1), (1, 1, 0.1)]:
    lam = (c[0] * (1 - np.cos(t1)) + c[1] * (1 - np.cos(t2))
           + c[2] * (1 - np.cos(t3))) / sum(c)
    lam = np.unique(np.round(lam[high_angle], 12))
    lo = min(c) / sum(c)
    assert abs(lam.min() - lo) < 1e-10 and abs(lam.max() - 2) < 1e-10
    s = (2 + lo) / (2 - lo)
    counts = []
    for method in ("chebyshev", "jacobi"):
        for k in range(1, 200):
            if method == "chebyshev":
                p = chebyshev_smoother(lambda v: lam * v, 1.0, 0.0,
                                       np.ones_like(lam), lo, 2.0, k)
            else:
                p = jacobi_sweeps(lambda v: lam * v, 1.0, 0.0,
                                  np.ones_like(lam), [2 / (2 + lo)] * k)
            if np.abs(p).max() <= goal:
                break
        counts.append(k)
    assert counts[0] == int(np.ceil(np.arccosh(1 / goal) / np.arccosh(s)))
    assert counts[1] == int(np.ceil(np.log(1 / goal) / np.log(s)))
    print(f"direction weights {c}: a = {lo:.4f}, b/a = {2/lo:.1f}, "
          f"sigma = {s:.4f}")
    print(f"  products for factor {goal}: Chebyshev {counts[0]}, "
          f"Jacobi {counts[1]}")

# ---------- underestimated upper bound, ratio b/a kept at 6 ----------
for b_bad in (1.8, 1.5):
    a_bad = b_bad / 6
    fc = np.abs(mode_factors("chebyshev", a_bad, b_bad, 4))
    fj = np.abs(mode_factors("jacobi", a_bad, b_bad, 4))
    beyond = lam3 > a_bad + b_bad
    assert np.array_equal(fc > 1, beyond)
    assert np.array_equal(fj > 1, beyond)
    assert np.all(fc[beyond] > fj[beyond])
    assert np.any(beyond) == (b_bad == 1.5)
    print(f"b set to {b_bad}, a+b = {a_bad+b_bad:.2f}, k=4, worst high mode: "
          f"Cheb {fc[high].max():.3f}, Jac {fj[high].max():.3f}")

# ---------- variable coefficients: non-constant diagonal ----------
m = 12
cx = 1 + 9 * rng.random((m + 1, m))
cy = 1 + 9 * rng.random((m, m + 1))
A2 = np.zeros((m * m, m * m))
for i in range(m):
    for j in range(m):
        row = i * m + j
        A2[row, row] = cx[i, j] + cx[i + 1, j] + cy[i, j] + cy[i, j + 1]
        if i + 1 < m:
            A2[row, row + m] = A2[row + m, row] = -cx[i + 1, j]
        if j + 1 < m:
            A2[row, row + 1] = A2[row + 1, row] = -cy[i, j + 1]
d2 = np.diag(A2).copy()
lam2, vec2 = eigh(A2, np.diag(d2))
assert lam2[0] > 0 and lam2[-1] < 2
a2 = 0.5
upper = lam2 >= a2
print(f"variable coefficients, {m}x{m} grid: eigenvalues {lam2[0]:.4f}"
      f" to {lam2[-1]:.4f}, a = {a2}")
for k in (2, 3, 4):
    out = chebyshev_smoother(lambda v: A2 @ v, d2[:, None], 0.0,
                             vec2[:, upper], a2, 2.0, k)
    coef = vec2.T @ (d2[:, None] * out)
    norm_D = np.linalg.norm(coef, 2)
    norm_A = np.linalg.norm(np.sqrt(lam2)[:, None] * coef
                            / np.sqrt(lam2[upper])[None, :], 2)
    bound = mu_formula(a2, 2.0, k)
    assert 0.9 * bound < norm_D <= bound * (1 + 1e-9)
    assert abs(norm_A - norm_D) < 1e-9
    print(f"  k={k}: norm on upper eigenspace {norm_D:.5f}, bound {bound:.5f}")

# ---------- two-grid cycle: smoother, then Galerkin coarse correction ------
Nc = 8
nf, nc = Nc - 1, Nc // 2 - 1
K1 = 2 * np.eye(nf) - np.eye(nf, k=1) - np.eye(nf, k=-1)
I1 = np.eye(nf)
A3 = (np.kron(np.kron(K1, I1), I1) + np.kron(np.kron(I1, K1), I1)
      + np.kron(np.kron(I1, I1), K1))
P1 = np.zeros((nf, nc))
for j in range(nc):
    P1[2 * j:2 * j + 3, j] = [0.5, 1.0, 0.5]
P = np.kron(np.kron(P1, P1), P1)
eye = np.eye(nf**3)
correction = eye - P @ np.linalg.solve(P.T @ A3 @ P, P.T @ A3)
print(f"two-grid error factor per cycle, {nf}^3 points:")
for k in (1, 2, 3, 4):
    Sc = chebyshev_smoother(lambda v: A3 @ v, 6.0, 0.0, eye, a, b, k)
    Sj = jacobi_sweeps(lambda v: A3 @ v, 6.0, 0.0, eye, [omega] * k)
    rate_c = np.abs(np.linalg.eigvals(correction @ Sc)).max()
    rate_j = np.abs(np.linalg.eigvals(correction @ Sj)).max()
    if k == 1:
        assert abs(rate_c - rate_j) < 1e-8
    else:
        assert rate_c < rate_j < 1
    print(f"  k={k}: Chebyshev {rate_c:.4f}, Jacobi {rate_j:.4f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
grid: 31^3 interior points, spacing 0.25 bohr
high-mode eigenvalues on this grid: 0.3365 to 1.9952
target interval a = 0.3333, b = 2.0000, b/a = 6.000
sigma = 1.4000, Jacobi weight = 0.8571
q = 0.4202, Jacobi factor per sweep = 0.7143
worst factor on high modes (formula, measured on grid):
 k  Cheb.form Cheb.meas  Jac.form  Jac.meas
 1    0.71429   0.71153   0.71429   0.71153
 2    0.34247   0.34247   0.51020   0.50628
 3    0.14758   0.14758   0.36443   0.36024
    weights 1/root for k=3: 2.2473, 0.8571, 0.5296
 4    0.06229   0.06229   0.26031   0.25632
 5    0.02620   0.02620   0.18593   0.18238
 6    0.01101   0.01101   0.13281   0.12977
 7    0.00463   0.00463   0.09486   0.09234
rms factor on high modes, k=2: Chebyshev 0.2587, Jacobi 0.1381
rms factor on high modes, k=3: Chebyshev 0.1043, Jacobi 0.0724
rms factor on high modes, k=4: Chebyshev 0.0443, Jacobi 0.0410
direction weights (1, 1, 1): a = 0.3333, b/a = 6.0, sigma = 1.4000
  products for factor 0.1: Chebyshev 4, Jacobi 7
direction weights (1, 1, 0.1): a = 0.0476, b/a = 42.0, sigma = 1.0488
  products for factor 0.1: Chebyshev 10, Jacobi 49
b set to 1.8, a+b = 2.10, k=4, worst high mode: Cheb 0.528, Jac 0.657
b set to 1.5, a+b = 1.75, k=4, worst high mode: Cheb 3.604, Jac 2.686
variable coefficients, 12x12 grid: eigenvalues 0.0266 to 1.9734, a = 0.5
  k=2: norm on upper eigenspace 0.21951, bound 0.21951
  k=3: norm on upper eigenspace 0.07396, bound 0.07397
  k=4: norm on upper eigenspace 0.02469, bound 0.02469
two-grid error factor per cycle, 7^3 points:
  k=1: Chebyshev 0.6708, Jacobi 0.6708
  k=2: Chebyshev 0.3423, Jacobi 0.4500
  k=3: Chebyshev 0.1475, Jacobi 0.3018
  k=4: Chebyshev 0.0635, Jacobi 0.2025
ALL CHECKS PASSED
```
